# How long until a 10 mV threshold shift becomes 50 mV?: a program that tests the result

```python
# Result under test: a threshold-voltage shift V(t) = V0*(t/t0)**n
# reaches the value Vc at the stress time tc = t0*(Vc/V0)**(1/n).
# V0: shift (mV) read at stress time t0 (s); n: time exponent;
# Vc: target shift (mV). Stress is constant and uninterrupted.
# A saturating law Vs*(1-exp(-(t/tau)**beta)) with the same value and
# logarithmic slope at t0 shows how much the extrapolation assumes.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import day

V0, t0, n, Vc = 10.0, 1000.0, 0.16, 50.0
ratio = Vc / V0


def power_law(t, exponent=n, reading=V0):
    return reading * (t / t0) ** exponent


def find_crossing(law):
    """Stress time at which law(t) equals Vc, by bracketing in ln t."""
    u = brentq(lambda u: law(np.exp(u)) - Vc,
               np.log(t0), np.log(1e12), xtol=1e-12, rtol=1e-13)
    return np.exp(u)


def power_crossing(exponent=n, reading=V0):
    return find_crossing(lambda t: power_law(t, exponent, reading))


# Closed formula against integration of dV/dt = n*V/t
tc = t0 * ratio ** (1 / n)


def target_reached(t, V):
    return V[0] - Vc


decades = 10.0 ** np.arange(3, 9)
run = solve_ivp(lambda t, V: n * V / t, (t0, decades[-1]), [V0],
                method="DOP853", t_eval=decades, events=target_reached,
                rtol=1e-11, atol=1e-11)
assert run.success and len(run.t_events[0]) == 1
tc_integrated = run.t_events[0][0]
# tolerance covers the interpolation used to locate the event
assert abs(tc_integrated / tc - 1) < 1e-5
shifts = run.y[0]
assert np.allclose(shifts[1:] / shifts[:-1], 10 ** n, rtol=1e-6)
assert decades[4] < tc_integrated < decades[5]

# Constant-rate extrapolation from the slope at t0
dt = 0.1
rate = (power_law(t0 + dt) - power_law(t0 - dt)) / (2 * dt)
t_constant_rate = t0 + (Vc - V0) / rate
assert abs(t_constant_rate / (t0 * (1 + (ratio - 1) / n)) - 1) < 1e-6

# Sensitivity to the exponent and to the first reading
h = 1e-4
slope_n = (np.log(power_crossing(exponent=n + h))
           - np.log(power_crossing(exponent=n - h))) / (2 * h)
assert abs(slope_n / (-np.log(ratio) / n ** 2) - 1) < 1e-5
slope_V = (np.log(power_crossing(reading=V0 * np.exp(h)))
           - np.log(power_crossing(reading=V0 * np.exp(-h)))) / (2 * h)
assert abs(slope_V + 1 / n) < 1e-5

# Saturating law matched to the power law at t0
Vs = 100.0
x0 = -np.log(1 - V0 / Vs)
beta = n * (V0 / Vs) / (x0 * (1 - V0 / Vs))
tau = t0 * x0 ** (-1 / beta)


def saturating_law(t):
    return Vs * (1 - np.exp(-(t / tau) ** beta))


assert abs(saturating_law(t0) - V0) < 1e-9
log_slope = (np.log(saturating_law(t0 * np.exp(h)))
             - np.log(saturating_law(t0 * np.exp(-h)))) / (2 * h)
assert abs(log_slope - n) < 1e-7
t_sat = find_crossing(saturating_law)
t_sat_formula = t0 * (-np.log(1 - Vc / Vs) / x0) ** (1 / beta)
assert abs(t_sat / t_sat_formula - 1) < 1e-8
window = np.logspace(0, 3, 601)
max_gap = np.max(np.abs(power_law(window) - saturating_law(window)))
assert max_gap < 0.1
assert 2.5 < t_sat / tc < 3.5

print(f"First reading V0 = {V0:.1f} mV at t0 = {t0:.0f} s")
print(f"Exponent n = {n:.2f}, inverse 1/n = {1 / n:.2f}")
print(f"Target shift Vc = {Vc:.1f} mV, ratio Vc/V0 = {ratio:.1f}")
print(f"ln(Vc/V0) = {np.log(ratio):.4f}")
print(f"ln(tc/t0) = {np.log(ratio) / n:.4f}")
print(f"Time ratio tc/t0 = {tc / t0:.0f}")
print(f"Crossing time, formula = {tc:.4e} s")
print(f"Crossing time, integration = {tc_integrated:.4e} s")
print(f"Crossing time in days = {tc / day:.1f} d")
print(f"Shift at 2.3e7 s = {power_law(2.3e7):.2f} mV")
print(f"Growth factor per decade of time = {10 ** n:.4f}")
for t, V in zip(decades, shifts):
    print(f"Integrated shift at {t:.0e} s = {V:.2f} mV")
print(f"Rate at t0 = {rate:.3e} mV/s")
print(f"Rate at tc = {n * Vc / tc:.3e} mV/s")
print(f"Constant-rate estimate of crossing = {t_constant_rate:.0f} s")
print(f"d ln(tc)/dn = {slope_n:.2f}")
for m in (0.15, 0.17):
    print(f"Crossing time for n = {m:.2f}: {power_crossing(exponent=m):.3e} s")
print(f"d ln(tc)/d ln(V0) = {slope_V:.3f}")
for V in (9.5, 10.5):
    print(f"Crossing time for V0 = {V:.1f} mV: {power_crossing(reading=V):.3e} s")
print(f"Saturating law: Vs = {Vs:.0f} mV, x0 = {x0:.5f}")
print(f"Saturating law: beta = {beta:.5f}, tau = {tau:.3e} s")
for t in (1.0, 10.0, 100.0):
    print(f"At {t:.0f} s: power law {power_law(t):.3f} mV, "
          f"saturating law {saturating_law(t):.3f} mV")
print(f"Largest gap from 1 to 1000 s = {max_gap:.3f} mV")
print(f"Crossing time, saturating law = {t_sat:.3e} s")
print(f"Ratio of crossing times, saturating/power = {t_sat / tc:.2f}")
print("verified")
```

Output:

```
First reading V0 = 10.0 mV at t0 = 1000 s
Exponent n = 0.16, inverse 1/n = 6.25
Target shift Vc = 50.0 mV, ratio Vc/V0 = 5.0
ln(Vc/V0) = 1.6094
ln(tc/t0) = 10.0590
Time ratio tc/t0 = 23365
Crossing time, formula = 2.3365e+07 s
Crossing time, integration = 2.3365e+07 s
Crossing time in days = 270.4 d
Shift at 2.3e7 s = 49.87 mV
Growth factor per decade of time = 1.4454
Integrated shift at 1e+03 s = 10.00 mV
Integrated shift at 1e+04 s = 14.45 mV
Integrated shift at 1e+05 s = 20.89 mV
Integrated shift at 1e+06 s = 30.20 mV
Integrated shift at 1e+07 s = 43.65 mV
Integrated shift at 1e+08 s = 63.10 mV
Rate at t0 = 1.600e-03 mV/s
Rate at tc = 3.424e-07 mV/s
Constant-rate estimate of crossing = 26000 s
d ln(tc)/dn = -62.87
Crossing time for n = 0.15: 4.569e+07 s
Crossing time for n = 0.17: 1.293e+07 s
d ln(tc)/d ln(V0) = -6.250
Crossing time for V0 = 9.5 mV: 3.220e+07 s
Crossing time for V0 = 10.5 mV: 1.722e+07 s
Saturating law: Vs = 100 mV, x0 = 0.10536
Saturating law: beta = 0.16873, tau = 6.196e+08 s
At 1 s: power law 3.311 mV, saturating law 3.231 mV
At 10 s: power law 4.786 mV, saturating law 4.729 mV
At 100 s: power law 6.918 mV, saturating law 6.895 mV
Largest gap from 1 to 1000 s = 0.080 mV
Crossing time, saturating law = 7.060e+07 s
Ratio of crossing times, saturating/power = 3.02
verified
```
